# Charge-transfer eigenvalue of two metal slabs across a vacuum gap

## Problem

Two metal slabs, 1 on the left and 2 on the right, have thicknesses $w_1$ and $w_2$ and are separated by a vacuum gap $d$. A self-consistent-field (SCF) calculation fills their states up to one common Fermi level, so only the total number of electrons is fixed. Near self-consistency, an error $\delta n$ in the input density changes the residual $n_{\rm out}-n_{\rm in}$ by

$$
\delta(n_{\rm out}-n_{\rm in})=-\varepsilon\,\delta n,\qquad \varepsilon=1-\chi_0 v .
$$

Here $v$ turns a density change into a potential change and $\chi_0$ is the response of the non-interacting electrons. Simple mixing adds a fraction $\alpha$ of the residual to the input, so the error is multiplied by $1-\alpha\varepsilon$ at each step. A large eigenvalue of $\varepsilon$ therefore forces a small $\alpha$.

(a) Estimate, from a capacitor model, the eigenvalue belonging to charge transfer between the slabs.

(b) Solve the eigenvalue problem for slabs of finite thickness with a local response, and find how the eigenvalue behaves at large $d$.

(c) Compare the two, and find what they imply for mixing and for a preconditioner.

**Assumptions.** All changes are uniform parallel to the surfaces, and $n(z)$ is a number density of electrons. There is no field outside the pair of slabs. Tunnelling through the gap is neglected, and $v$ contains the Hartree interaction alone, without exchange-correlation. $U(z)$ is the change in the potential energy of an electron. With

$$
a=\frac{e^2}{\epsilon_0},\qquad C(z)=\int_{-\infty}^{z}n(z')\,dz',
$$

Poisson's equation reads $U''=-a\,n$. The sign is that of repulsion between electrons. Since there is no field on the far left, one integration gives $U'=-aC$.

**Numbers.** Take $w_1=10$ Å and $w_2=15$ Å, with densities of states at the Fermi level (both spins) $g_1=0.015$ and $g_2=0.020$ states/(eV Å$^3$). The constant is $a=180.95$ eV Å.

## First estimate by scaling

Treat each slab as a thin plate with density of states per area $D_i=g_iw_i$. Move $q$ electrons per area from slab 1 to slab 2. In the gap $C=-q$, because slab 1 has lost $q$ electrons, so $U'=aq$ there. Slab 2 is raised relative to slab 1 by

$$
\Delta U=U_2-U_1=a\,q\,d .
$$

The electrons respond to this step. If slab $i$ is shifted by $U_i$ and the Fermi level by $\delta\mu$, its electron number per area changes by

$$
\delta N_i=-D_i(U_i-\delta\mu).
$$

Conservation, $\delta N_1+\delta N_2=0$, fixes $\delta\mu=(D_1U_1+D_2U_2)/(D_1+D_2)$. The output transfer is then

$$
q_{\rm out}=\delta N_2=-D_2\,\frac{D_1(U_2-U_1)}{D_1+D_2}=-D_s\,\Delta U,\qquad D_s=\frac{D_1D_2}{D_1+D_2}.
$$

The two densities of states combine like capacitors in series, so the smaller one dominates: for $D_1\ll D_2$, $D_s\to D_1$. Since $\varepsilon$ maps $q$ to $q-q_{\rm out}$,

$$
\lambda\approx 1+a\,D_s\,d .
$$

The growth with $d$ has a simple origin. The same transferred charge produces a potential step proportional to the gap, while the number of electrons that respond per unit of energy does not depend on the gap.

In the example $D_1=0.15$ and $D_2=0.30$, so $D_s=0.15\times0.30/0.45=0.10$ states/(eV Å$^2$). The slope is $aD_s=18.1$ Å$^{-1}$, and at $d=20$ Å the estimate is $\lambda\approx363$. The plates were given no thickness, so an error in the effective gap of the order of $w_1$ and $w_2$ must be expected.

## Exact solution

### Equation inside the slabs

Let the response be local, as in Thomas-Fermi theory: $\chi_0U=-g(U-\delta\mu)$, with $g=g_i$ in slab $i$ and zero in vacuum. Write $M=\lambda-1$. The eigenvalue equation $\varepsilon n=\lambda n$ becomes $-\chi_0vn=Mn$, or

$$
M\,n=g\,\varphi,\qquad \varphi=U-\delta\mu .
$$

The Fermi-level shift makes the total response vanish, so an eigenvector with $M\neq0$ is neutral overall.

The sign of $M$ follows on multiplying by $n/g$ and integrating over the slabs. Neutrality removes $\delta\mu$, and integration by parts, with $C=0$ at both ends, gives

$$
M\int\frac{n^2}{g}\,dz=\int nU\,dz=-\int C\,U'\,dz=a\int C^2dz .
$$

Hence $M>0$. The same steps with two different neutral densities $m$ and $n$ give $a\int C_mC_n\,dz$, which is symmetric. The operator $-\chi_0v$ is therefore symmetric in the inner product $\int mn/g\,dz$. Its eigenvalues are real, and the largest is the maximum of

$$
M[n]=\frac{a\int C^2dz}{\int n^2/g\,dz}. \tag{1}
$$

Inserting $n=g\varphi/M$ into Poisson's equation gives, in slab $i$,

$$
\varphi''=-k_i^2\varphi,\qquad k_i=\frac{\kappa_i}{\sqrt M},\qquad \kappa_i^2=a\,g_i .
$$

### Matching across the gap

Let $s$ be the distance from the outer face of a slab. No field enters from outside, so $d\varphi/ds=0$ at $s=0$ and $\varphi=B_i\cos k_is$. In the gap there is no charge and $U'=F$ is constant. In slab 1, $s$ increases with $z$; in slab 2 it decreases. Continuity of the slope at the inner faces therefore gives

$$
-B_1k_1\sin k_1w_1=F,\qquad B_2k_2\sin k_2w_2=F .
$$

The values of $\varphi$ at the inner faces are $-F\cot(k_1w_1)/k_1$ and $F\cot(k_2w_2)/k_2$. Their difference, second minus first, must equal $Fd$. For $F\neq0$,

$$
\frac{\cot k_1w_1}{k_1}+\frac{\cot k_2w_2}{k_2}=d. \tag{2}
$$

Neutrality holds automatically: integrating $n=-U''/a$ gives $-F/a$ in slab 1 and $+F/a$ in slab 2.

### One eigenvalue grows

Each term on the left of (2) decreases with $k$, since with $x=kw$

$$
\frac{d}{dk}\,\frac{\cot kw}{k}=-\frac{x+\sin x\cos x}{k^2\sin^2x}<0 .
$$

As $k_i\propto M^{-1/2}$, the left side increases with $M$ between its poles, which lie at $k_iw_i=m\pi$, that is, at $M=(\kappa_iw_i/m\pi)^2$ with $m=1,2,\dots$ Above the highest pole it rises from $-\infty$ to $+\infty$, so exactly one root lies there for any $d$. All other roots lie below that pole. Solutions with $F=0$ do not change this. They need $\sin k_1w_1=\sin k_2w_2=0$ at once, because a vanishing amplitude in one slab would require $\cos k_iw_i=0$ in the other. Such solutions sit at coinciding poles.

In this model, then, a single eigenvalue can grow without bound. The others do not exceed

$$
1+\max_i\left(\frac{\kappa_iw_i}{\pi}\right)^2 .
$$

With $\kappa_2^2=3.619$ Å$^{-2}$, slab 2 gives $1+3.619\times15^2/\pi^2=83.5$; slab 1 gives 28.5.

### Large gap

The growing root has small $k_iw_i$. From $\cot x=1/x-x/3-x^3/45-\dots$,

$$
\frac{\cot k_iw_i}{k_i}=\frac{1}{k_i^2w_i}-\frac{w_i}{3}-\frac{k_i^2w_i^3}{45}-\dots
$$

Since $k_i^2w_i=\kappa_i^2w_i/M=aD_i/M$, the first terms of the two slabs add to $(M/a)(1/D_1+1/D_2)=M/(aD_s)$. Equation (2) becomes

$$
\lambda=1+aD_s\left[d+\frac{w_1+w_2}{3}+\frac{\kappa_1^2w_1^3+\kappa_2^2w_2^3}{45\,M}+\dots\right]. \tag{3}
$$

The third term falls as $1/d$ because $M$ grows as $d$. The eigenvalue is thus asymptotically linear in $d$, with slope $aD_s$ and a constant offset.

### The offset as a capacitor

The first two terms in the bracket of (3) are the effective gap of a capacitor with thick plates: multiplied by $aq^2/2$ they give its electrostatic energy per area, $\tfrac12\int nU\,dz=\tfrac12 a\int C^2dz$, for $q$ transferred electrons per area. A potential that is nearly constant in each slab moves charge in and out uniformly, so take the trial density $u=-1/w_1$ in slab 1 and $+1/w_2$ in slab 2. Then $C$ falls linearly from 0 to $-1$ in slab 1, stays at $-1$ in the gap and returns linearly to 0 in slab 2:

$$
\int C^2dz=\frac{w_1}{3}+d+\frac{w_2}{3},\qquad \int\frac{u^2}{g}\,dz=\frac1{D_1}+\frac1{D_2}=\frac1{D_s}.
$$

Equation (1) now gives the capacitor value

$$
\lambda_c=1+aD_s\left(d+\frac{w_1+w_2}{3}\right),
$$

which is a lower bound to the exact $\lambda$ of this model, because (1) is maximal at the true eigenvector.

### Beyond a local response

The capacitor argument does not need a local $\chi_0$. Let $p_i(z)$ be the local density of states of slab $i$ at the Fermi level, normalized to one. A constant shift $U_i$ of that slab, at fixed Fermi level, changes its density by $-D_ip_iU_i$. Because the kernel of $\chi_0$ is symmetric, an arbitrary $U(z)$ changes its electron number by $-D_i\int p_iU\,dz$. The step $\Delta U$ of the first estimate is therefore replaced, for $u=p_2-p_1$, by $q\int uU\,dz=aq\int C^2dz$, where $U$ and $C$ belong to $u$. Hence

$$
\lambda_c=1+aD_s\,d_{\rm eff},\qquad d_{\rm eff}=\int C^2dz. \tag{4}
$$

To see how far $\lambda_c$ is from the eigenvalue, write any neutral density as $t\,u+m$, where $t$ is the number of transferred electrons per area and $m$ leaves each slab neutral. In these two parts

$$
\varepsilon=\begin{pmatrix}\lambda_c & b\\ c & E\end{pmatrix}. \tag{5}
$$

Here $b$, $c$ and $E$ do not depend on $d$. The potential of $m$ is flat in the gap, so widening the gap does not alter it inside the slabs. Widening the gap changes the potential of $u$ only by a further constant in each slab, and the response to such constants is proportional to $u$. Eliminating $m$ gives

$$
\lambda=\lambda_c+b(\lambda-E)^{-1}c=\lambda_c+O(1/d).
$$

## Comparison of the two

The table sets the thin-plate estimate $1+aD_sd$ and the thick-plate value $\lambda_c$ beside the root of (2).

| $d$ (Å) | thin plates | $\lambda_c$ | exact (2) |
|---|---|---|---|
| 5 | 91 | 242 | 272 |
| 10 | 182 | 333 | 354 |
| 20 | 363 | 514 | 527 |
| 40 | 725 | 876 | 883 |
| 80 | 1449 | 1599 | 1603 |

The scaling estimate has the right slope but misses the offset $(w_1+w_2)/3=8.3$ Å, worth $18.1\times8.33\approx151$ in $\lambda$. Relative to the exact root it is 66% too low at 5 Å and still 10% too low at 80 Å. Doubling the gap therefore does not double $\lambda$ here. The thick-plate value is 11% low at 5 Å, 2.5% at 20 Å and 0.2% at 80 Å. At 400 Å the remaining difference is 0.820, against 0.812 from the third term of (3).

The numerical check also treats two unequal quantum wells, 8 and 6 Å wide and 10 eV deep, with subbands filled to one Fermi level 4 eV below vacuum at $kT=0.1$ eV. The eigenvalue comes from finite differences of output densities, without a local response. On a grid of 0.2 Å, used for both values, it is 436.5 at $d=40$ Å, and (4) gives 435.2; at 80 Å the values are 824.9 and 824.3. The difference roughly halves when the gap doubles, as a $1/d$ correction should. The values themselves are not converged in the grid, because one subband lies near the Fermi level and its filling shifts: on a grid of 0.025 Å all four fall by about 1.7% (429.0 and 427.8 at 40 Å, 810.7 and 810.1 at 80 Å), while the differences stay at 1.2 and 0.6.

### What the common Fermi level does

If each slab keeps its own electron number, each has its own $\delta\mu_i$ and stays neutral. Then $F=0$, both faces of a slab are field-free, and $k_iw_i=m\pi$. The largest eigenvalue is the 83.5 found above, whatever the gap; the discretized matrix gives 83.49 at both 20 and 200 Å. For changes uniform along the surfaces, the growth with $d$ thus comes from the freedom to exchange electrons through the Fermi level.

### Consequence for mixing

Convergence requires $|1-\alpha\lambda|<1$, so $\alpha<2/\lambda$. At $d=20$ Å this is $\alpha<0.0038$. For a spectrum between $\lambda_{\min}$ and $\lambda_{\max}$, the best $\alpha$ makes the two ends shrink equally fast, $1-\alpha\lambda_{\min}=\alpha\lambda_{\max}-1$. This gives $\alpha=2/(\lambda_{\max}+\lambda_{\min})$ and an error factor per step

$$
\rho=\frac{\lambda_{\max}-\lambda_{\min}}{\lambda_{\max}+\lambda_{\min}} .
$$

For $\varepsilon$ the lower end is 1, approached by rapidly varying densities, for which $M$ tends to zero. The number of steps per factor of ten is $\ln10/\ln(1/\rho)\approx1.15\,\lambda$ for large $\lambda$, and so becomes linear in $d$. At 20 Å the formula gives 607 steps. An iteration that follows the transferred charge on cells of 0.25 Å needed 603, and 606 on cells of 0.1 Å; the shortfall is the small grid error of the top eigenvalue, and this run probes only the upper end of the spectrum. The linear growth belongs to simple mixing. A method that keeps its history, such as Pulay or Anderson mixing, deals with a single isolated eigenvalue cheaply in the linear regime: on the same matrix unrestarted GMRES reduces the residual by $10^6$ in 18 steps at $d=20$, 200 and 2000 Å alike.

### A preconditioner for the one bad mode

Since, among changes uniform along the surfaces, only one eigenvalue grows with the gap, treating one direction is enough to remove that growth. Let $\ell(n)$ be the number of electrons per area transferred to slab 2, so that $\ell(u)=1$, and multiply the residual by

$$
P=1-\left(1-\frac1{\lambda_c}\right)|u\rangle\langle\ell| .
$$

Acting on $t\,u+m$, it divides $t$ by $\lambda_c$ and leaves $m$ alone. From (5),

$$
P\varepsilon=\begin{pmatrix}1 & b/\lambda_c\\ c & E\end{pmatrix}.
$$

As $d$ grows, $b/\lambda_c$ vanishes and the eigenvalues tend to 1 and to those of $E$, which are the gap-independent ones of separately neutral slabs. For the example, the spectrum on neutral densities is:

| $d$ (Å) | lowest | highest | steps per factor 10 |
|---|---|---|---|
| 20 | 0.73 | 83.6 | 132 |
| 200 | 0.96 | 83.5 | 100 |
| 2000 | 1.00 | 83.5 | 97 |

The step count now falls with the gap, from 132 to 97, because the coupling that moves the lowest eigenvalue away from 1 fades as $1/\lambda_c$. What remains is the sloshing of charge inside the thicker slab, which this preconditioner does not address.

### Where the result fails

For a density that varies along the surfaces with wavevector $Q$, Poisson's equation becomes $U''-Q^2U=-an$. The field is then no longer constant across the gap, and the linear growth of the transfer eigenvalue is lost once $Qd$ is not small. Such a density also averages to zero along the surfaces, so there is no Fermi-level shift and $\int n\,dz$ need not vanish: both slabs can gain charge at the same lateral position. A sheet of $q$ electrons per area produces $U=aq\,e^{-Q|z|}/2Q$, so for thin plates with $Qd\ll1$ this lateral mode has $\lambda\approx1+a(D_1+D_2)/2Q$. Its ratio to $aD_sd$ is $(D_1+D_2)^2/(2D_1D_2\,Qd)\ge 2/(Qd)$; in the example, at $Q=0.002$ Å$^{-1}$ and $d=20$ Å, the formula gives $\lambda\approx2\times10^4$, a ratio of about 56. For the slabs of finite thickness the value is $1.97\times10^4$, or 37 times the exact transfer eigenvalue of 527. At $d=20$ Å this mode exceeds 527 for $Q<0.045$ Å$^{-1}$, a cell wider than about 140 Å, and then sets the mixing limit; it exceeds 83.5 already for $Q<0.17$ Å$^{-1}$, a cell wider than about 37 Å. The one-mode preconditioner does not treat it. The assumption of no outside field also matters. In a cell repeated along $z$ without a dipole correction, the potential must return across the outer vacuum $d'$, and for thin plates $d$ is replaced by $dd'/(d+d')$, which stops growing at fixed $d'$. With $d'=20$ Å the example gives $\lambda=221$, 366 and 482 at $d=20$, 80 and 400 Å, against 527, 1603 and 7391 for the isolated pair. If one slab has no states at the Fermi level, $D_s=0$ and the capacitor term vanishes. If the gap is narrow enough for tunnelling, states can extend over both slabs, and the derivation of (4), which assigns each state to one slab, no longer applies.

## Table of computed values

```
e^2/epsilon_0 = 180.951 eV angstrom
w1, w2 = 10.0, 15.0 angstrom
g1, g2 = 0.015, 0.020 states/(eV angstrom^3)
D1, D2 = 0.150, 0.300 states/(eV angstrom^2)
Ds = 0.1000 states/(eV angstrom^2)
slope a*Ds = 18.095 per angstrom
offset (w1+w2)/3 = 8.333 angstrom
kappa1^2, kappa2^2 = 2.714, 3.619 angstrom^-2
largest no-transfer eigenvalue, slab 1: 28.50
largest no-transfer eigenvalue, slab 2: 83.50
gap d (angstrom); lambda: capacitor, matching, matrix
    5.0     242.3     272.2     272.2
   10.0     332.7     354.0     354.0
   20.0     513.7     526.8     526.8
   40.0     875.6     883.0     883.0
   80.0    1599.4    1603.3    1603.3
correction at 400 angstrom: 0.8199, leading term 0.8123
separate Fermi levels, d = 20 angstrom: top = 83.49
separate Fermi levels, d = 200 angstrom: top = 83.49
d = 20 angstrom: mixing limit alpha = 0.00380
steps per factor ten: formula 606.6, iteration 603.1
preconditioned: d (angstrom), min, max, steps per factor ten
      20  0.727  83.59  132.3
     200  0.961  83.50  100.0
    2000  0.996  83.49  96.5
quantum wells: widths 8.0, 6.0 angstrom, depth 10.0 eV
Fermi level -4.0 eV from vacuum, kT = 0.10 eV
  d = 40 angstrom: d_eff = 44.64 angstrom
    lambda: quantum 436.45, capacitor 435.23
  d = 80 angstrom: d_eff = 84.64 angstrom
    lambda: quantum 824.94, capacitor 824.31
quantum slope 9.712, a*Ds 9.727 per angstrom
```
